\section*{Thickness-dependent strain in the intercept of magnetic anisotropy plots}

\section{What dimensions and symmetry allow}

Let $t$ be the thickness of a magnetic film and $K_{\rm eff}$ its effective anisotropy per volume: the energy density with the magnetization in the plane minus that with it along the normal. Positive $K_{\rm eff}$ means a perpendicular easy axis. The quantity plotted against $t$ is the energy per area
\begin{equation}
y(t)=K_{\rm eff}\,t .
\end{equation}
An interface contributes an energy per area, $K_i$. A volume contribution is an energy per volume and needs a length before it can enter $y$. If the only length available is $t$, that contribution is proportional to $t$ and vanishes in the extrapolation to $t=0$. The intercept is then $K_i$.

Strain relaxation supplies a second length, the critical thickness $t_c$ at which misfit dislocations become favourable. Symmetry fixes how strain enters. An unstrained cubic crystal has equal energies for magnetization along $[100]$ and $[001]$. An equal in-plane strain $\varepsilon$ along both axes makes it tetragonal and lifts the equality, to leading order in proportion to $\varepsilon$. The strain anisotropy is therefore $C\varepsilon$, with $C$ an energy density. If $f$ is the lattice misfit and $\varepsilon=f\,g(t/t_c)$, then
\begin{equation}
t\,C\varepsilon=C f t_c\left[\frac{t}{t_c}\,g\!\left(\frac{t}{t_c}\right)\right].
\end{equation}
The product $Cft_c$ is an energy per area that contains no interface anisotropy. For $g=t_c/t$ the bracket equals one, and this energy cannot be told from $K_i$ on the plot.

\section{A counter-example: nickel on copper}

Consider an uncapped nickel film on a thick copper (001) substrate, in vacuum. The film is magnetized through its whole thickness, so there is no dead layer. The parameters are rough room-temperature values, and $K_i=-0.400$ mJ/m$^2$ is the assumed sum for the two faces. Its negative sign favours in-plane magnetization. The bulk magnetization and magnetoelastic coupling are used at every thickness. This is an idealization for the thinnest films: 0.8 nm of nickel is fewer than five monolayers, where the Curie temperature of a real film is near or below room temperature, so that both quantities then vary with thickness.

\subsection{Shape anisotropy}

In a wide film magnetized along its normal, the normal component of $\mathbf B=\mu_0(\mathbf H+\mathbf M)$ is continuous and vanishes outside. Hence $H=-M_s$ inside, and the energy density is $-\tfrac12\mu_0 M_sH=\tfrac12\mu_0M_s^2$. For in-plane magnetization it is zero. Shape thus contributes $-K_s$ to $K_{\rm eff}$, where
\begin{equation}
K_s=\tfrac12\mu_0M_s^2=0.1509\ \text{MJ/m}^3
\end{equation}
for $M_s=0.49$ MA/m.

\subsection{Anisotropy caused by strain}

With direction cosines $\alpha_i$ along the cube axes, the magnetoelastic energy density is $B_1\sum_i\alpha_i^2\varepsilon_{ii}$ when there is no shear strain. The free crystal fixes $B_1$. Magnetize it along $x$ and remove the part of the magnetic stress that does not depend on direction. Elastic equilibrium then reads
\begin{equation}
(c_{11}-c_{12})\,\varepsilon_{ii}+c_{12}\sum_k\varepsilon_{kk}
=-B_1\left(\alpha_i^2-\tfrac13\right).
\end{equation}
Summing over $i$ makes the right side zero, so $\sum_k\varepsilon_{kk}=0$. For $i=x$ the strain is the magnetostriction $\lambda_{100}=-2B_1/[3(c_{11}-c_{12})]$, and therefore
\begin{equation}
B_1=-\tfrac32\lambda_{100}(c_{11}-c_{12}).
\end{equation}
With $\lambda_{100}=-50$ ppm, $c_{11}=250$ GPa and $c_{12}=150$ GPa, this gives $B_1=7.50$ MJ/m$^3$.

In the film the substrate sets $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$, while the top face is free and $\varepsilon_{zz}$ adjusts. The elastic energy density is
\begin{equation}
u=(c_{11}+c_{12})\varepsilon^2+2c_{12}\varepsilon\varepsilon_{zz}
+\tfrac12c_{11}\varepsilon_{zz}^2 .
\end{equation}
For magnetization along $x$, the magnetic term $B_1\varepsilon$ does not contain $\varepsilon_{zz}$. Minimization gives $\varepsilon_{zz}=-2c_{12}\varepsilon/c_{11}$ and
\begin{equation}
u_\parallel=Y\varepsilon^2+B_1\varepsilon,\qquad
Y=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}} .
\end{equation}
For magnetization along $z$, the added term is $B_1\varepsilon_{zz}$. The minimum moves to $\varepsilon_{zz}=-(2c_{12}\varepsilon+B_1)/c_{11}$, where
\begin{align}
u_\perp&=(c_{11}+c_{12})\varepsilon^2-\frac{(2c_{12}\varepsilon+B_1)^2}{2c_{11}}\\
&=Y\varepsilon^2-\frac{2c_{12}}{c_{11}}B_1\varepsilon-\frac{B_1^2}{2c_{11}} .
\end{align}
The difference is the strain contribution to $K_{\rm eff}$:
\begin{equation}
u_\parallel-u_\perp=C\varepsilon+\frac{B_1^2}{2c_{11}},\qquad
C=B_1\left(1+\frac{2c_{12}}{c_{11}}\right).
\label{eq:C}
\end{equation}
Here $C=7.50\times2.2=16.50$ MJ/m$^3$. The last term of the difference is 112.5 J/m$^3$. It comes from the film's own magnetostriction, does not depend on thickness, and is dropped from the formulas below, though the quoted fits include it. Tensile strain favours the normal here because $\lambda_{100}<0$ makes $B_1$ positive.

\subsection{Relaxation of the strain}

The misfit, from lattice constants 0.3615 nm for copper and 0.3524 nm for nickel, is
\begin{equation}
f=\frac{0.3615-0.3524}{0.3524}=2.582\,\%.
\end{equation}
A film fully matched to the substrate has $\varepsilon=f$. Two perpendicular arrays of misfit dislocations can reduce this. If each dislocation relieves a length $b_p$, each array needs $(f-\varepsilon)/b_p$ lines per unit length. With energy $W$ per length of line, the structural energy per area is
\begin{equation}
E(\varepsilon)=Y\varepsilon^2t+\frac{2W}{b_p}(f-\varepsilon),
\qquad 0\le\varepsilon\le f .
\end{equation}
Its derivative, $2Y\varepsilon t-2W/b_p$, vanishes at $\varepsilon=W/(b_pYt)$. Since $E$ is convex, this is the minimum when it lies below $f$. Otherwise $E$ falls over the whole allowed range and the minimum is at $\varepsilon=f$. For constant $W$,
\begin{equation}
\varepsilon=\begin{cases}f,&t\le t_c,\\ f\,t_c/t,&t\ge t_c,\end{cases}
\qquad t_c=\frac{W}{b_pYf}.
\label{eq:strain}
\end{equation}

The line energy is estimated from isotropic elasticity. A screw dislocation has shear strain $b/(2\pi r)$, and integrating $\tfrac12\mu[b/(2\pi r)]^2$ over rings $2\pi r\,dr$ gives $(\mu b^2/4\pi)\ln(R/r_0)$. The edge result has an additional factor $1/(1-\nu)$. For Burgers vector $b$ at $60^\circ$ to the line, the squared screw and edge parts are $b^2/4$ and $3b^2/4$, so the prefactor is
\begin{equation}
W_0=\frac{\mu b^2}{4\pi}\left[\frac14+\frac{3}{4(1-\nu)}\right]
=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)} .
\end{equation}
Taking $R=t$, $r_0=b$ and adding one to the logarithm for the core gives $W=W_0[\ln(t/b)+1]$. The core term is a modelling choice. With $\mu=76$ GPa, $\nu=0.31$ and $b=0.2492$ nm, $W_0=0.5021$ nJ/m. The edge part lying in the film plane is $b_p=b/2=0.1246$ nm.

Solving for the thickness at which this $W$ makes $\varepsilon=f$ gives $t_c=2.279$ nm and $W=1.6134$ nJ/m. As a check,
\begin{equation}
t_c=\frac{1.6134\times10^{-9}}{(0.1246\times10^{-9})(220\times10^9)(0.02582)}\ \text{m}
=2.28\ \text{nm}.
\end{equation}
In the main example $W$ is held at this value for all thicknesses; the logarithm is restored later. This $t_c$ is sensitive to the choices made. Without the core term the same equation gives about 0.95 nm. Pure edge dislocations with the Burgers vector in the film plane have $b_p=b$ and $W_0=\mu b^2/[4\pi(1-\nu)]=0.544$ nJ/m. They cost less energy per relieved misfit and give about 0.86 nm, but they cannot glide in from the surface on a $\{111\}$ plane as the $60^\circ$ type can. The strain shift found below is proportional to $t_c$. In these two cases it would be about 0.40 and 0.37 mJ/m$^2$, enough to cancel nearly all of $K_i$ on the plot but not to give a clearly positive intercept or a perpendicular range.

\subsection{Two straight lines from one film system}

Below $t_c$ the strain is constant, and
\begin{equation}
y=K_i+(Cf-K_s)t .
\label{eq:thin}
\end{equation}
Above $t_c$ the factor $t$ cancels the $1/t$ of the strain:
\begin{equation}
y=K_i+t\left(Cf\frac{t_c}{t}-K_s\right)=(K_i+Cft_c)-K_st .
\label{eq:thick}
\end{equation}
Strain has moved from the slope to the intercept. Numerically $Cf=0.4261$ MJ/m$^3$, and
\begin{equation}
Cft_c=0.4261\times2.279=0.971\ \text{mJ/m}^2=0.971\ \text{erg/cm}^2 .
\end{equation}
The relaxed films extrapolate to $-0.400+0.971=0.571$ mJ/m$^2$. Read as interface anisotropy, this would have the wrong sign.

Energies obtained by minimizing numerically over the strains show both branches:
\begin{center}
\begin{tabular}{rrr}
$t$ (nm) & $\varepsilon$ (\%) & $y$ (mJ/m$^2$)\\
1 & 2.582 & $-0.125$\\
2 & 2.582 & $0.151$\\
3 & 1.962 & $0.119$\\
5 & 1.177 & $-0.183$\\
10 & 0.589 & $-0.936$
\end{tabular}
\end{center}
A fit from 0.8 to 2.0 nm has intercept $-0.400$ mJ/m$^2$ and slope $0.275$ MJ/m$^3$. A fit from 3.0 to 10.0 nm has intercept $0.571$ mJ/m$^2$ and slope $-0.151$ MJ/m$^3$. Both have $R^2=1.000000$, so the quality of the line gives no warning.

The lines cross zero at $0.400/0.2753=1.45$ nm and $0.5712/0.1507=3.79$ nm. Between these thicknesses the model film is perpendicular, although its interfaces favour the plane. The positive intercept is an extrapolation across $t_c$; it is not the energy of a very thin film, which follows (\ref{eq:thin}) towards $K_i$.

\section{The general statement and its proof}

Let the volume anisotropy, including shape and strain, be $K_v(t)$, so that
\begin{equation}
y(t)=K_i+tK_v(t),
\end{equation}
with $K_i$ independent of thickness. The following statements hold on an interval of positive thickness where $K_v$ is differentiable.

\begin{enumerate}
\item The tangent at $t$ has intercept
\begin{equation}
I(t)=K_i-t^2\frac{dK_v}{dt}.
\label{eq:tangent}
\end{equation}
\item The plot is straight if and only if $K_v=s+a/t$ with constants $s$ and $a$. Its intercept is $K_i+a$.
\item The intercept of a straight plot is $K_i$ if and only if $K_v$ is constant.
\end{enumerate}

For the first statement, the tangent at $t$ meets the axis at $y-t\,dy/dt$. The product rule gives $dy/dt=K_v+t\,dK_v/dt$, so
\begin{equation}
I=K_i+tK_v-t\left(K_v+t\frac{dK_v}{dt}\right)=K_i-t^2\frac{dK_v}{dt}.
\end{equation}
For the second, suppose $y=I_0+st$. Solving $K_i+tK_v=I_0+st$ gives $K_v=s+(I_0-K_i)/t$, which has the stated form with $a=I_0-K_i$. Conversely, inserting $K_v=s+a/t$ gives $y=K_i+a+st$. The third follows by setting $a=0$.

A least-squares line through curved data needs one more step. For $N$ equally weighted thicknesses $t_j$ with mean $\bar t$ and $S=\sum_j(t_j-\bar t)^2$, the slope is $\sum_j(t_j-\bar t)y_j/S$. The intercept is $\bar y$ minus $\bar t$ times this slope:
\begin{equation}
I_{\rm fit}=\sum_jw_jy_j,\qquad
w_j=\frac1N-\frac{\bar t\,(t_j-\bar t)}{S}.
\end{equation}
These weights obey $\sum_jw_j=1$ and $\sum_jw_jt_j=\bar t-\bar t\,S/S=0$. Hence
\begin{equation}
I_{\rm fit}=K_i+\sum_jw_jt_jK_v(t_j).
\end{equation}
Constant $K_v$ makes the sum zero. A varying $K_v$ shifts the fitted intercept unless its weighted contributions happen to cancel.

The theorem does not require the strain to vary. If the coupling itself has a surface part, $C\to C+C_s/t$, a film held at $\varepsilon=f$ has $tK_{\rm me}=Cft+C_sf$, where $K_{\rm me}$ denotes the strain anisotropy. The intercept then contains $C_sf$. One may count this as interface anisotropy, but it changes with the substrate misfit. The coherent fit above returns $K_i$ because the coupling was taken as constant.

\section{Other relaxation laws}

Suppose that above $t_c$ the strain follows $\varepsilon=f(t_c/t)^p$. Then $tK_{\rm me}=Cft_c(t/t_c)^{1-p}$. Its logarithmic slope is $1-p$, so subtracting $t$ times the derivative leaves
\begin{equation}
I(t)-K_i=p\,Cft_c\left(\frac{t}{t_c}\right)^{1-p}.
\label{eq:power}
\end{equation}
For $p=0$ the strain is constant and the shift vanishes. For $p=1$ it is $Cft_c$ at every relaxed thickness. Between these limits the apparent interface term depends on where one fits. With $p=2/3$, an assumed form of slower relaxation, the fit from 3 to 10 nm gives $0.481$ mJ/m$^2$ with $R^2=0.9896$.

The logarithmic line energy also bends the plot. Taking $R=t$ treats the dislocations as isolated. This becomes doubtful when their spacing $b_p/(f-\varepsilon)$ is no longer large compared with $t$; in this example the two are equal near 8 nm. With this simplification the line energy at fixed $t$ does not depend on $\varepsilon$, so the minimization is unchanged and
\begin{equation}
\varepsilon=\frac At\left[\ln\frac tb+1\right],\qquad A=\frac{W_0}{b_pY}.
\end{equation}
Thus $tK_{\rm me}=CA[\ln(t/b)+1]$, and $t$ times its derivative is $CA$. Subtraction gives
\begin{equation}
I(t)=K_i+CA\ln\frac tb .
\end{equation}
The printed inputs give $CA=0.302$ mJ/m$^2$. The local intercept is $0.439$ mJ/m$^2$ at 4 nm and $0.648$ mJ/m$^2$ at 8 nm. A line over the full relaxed window gives $0.544$ mJ/m$^2$, with $R^2=0.9934$. Its slope is $-0.101$ MJ/m$^3$ instead of $-0.151$ MJ/m$^3$, because the local slope is $-K_s+CA/t$. Within this isolated-dislocation model, taking the slope as pure shape anisotropy would therefore underestimate $M_s$. Interaction between closely spaced dislocations can change the size and even the sign of that error. It can also change the fitted intercept considerably, so the positive sign found here belongs to the assumed line energies and not to every relaxed nickel film.

\section{Separating strain from other causes}

A magnetic dead layer of thickness $t_d$ shifts the intercept differently. If the remaining film has volume anisotropy $-K_s$, then
\begin{equation}
y=K_i-K_s(t-t_d)=(K_i+K_st_d)-K_st .
\end{equation}
To imitate the strain shift one would need $t_d=0.9712/0.1509=6.44$ nm. The films of 3 to 6 nm in the relaxed window would then have no moment at all. More generally, the moment per area is $M_s(t-t_d)$ with a dead layer and $M_st$ without one. For thickness-independent $M_s$, a moment plot through the origin excludes the dead layer but says nothing about strain.

If the strain of each film is measured and $C$ is known, one can plot $y-C\varepsilon t$. Its intercept here is $-0.400$ mJ/m$^2$, the assumed interface value. The correction is only as good as $C$: a 10\,\% error in $C$ moves the result by $0.097$ mJ/m$^2$, about a quarter of $|K_i|$.

One might instead fit $K_i$, the slope and $C$ together, using $1$, $t$ and $t\varepsilon$ as the three fitting functions. For relaxed films obeying (\ref{eq:strain}), $t\varepsilon=ft_c$ is constant. The first and third functions are proportional, and apart from the slope the data determine only the sum $K_i+Cft_c$. Adding coherent films to the relaxed ones removes this degeneracy, since in them $t\varepsilon=ft$. Coherent films alone would not suffice: they give $K_i$ but cannot separate $C$ from the slope. With exact strains the condition number of the fit would be infinite for relaxed films alone; small errors of the numerical minimization leave it finite, here of order $10^8$, a value set by those errors and not by the physics. For both groups together, with the functions scaled to order one, it is 14.9. The combined fit recovers $K_i=-0.400$ mJ/m$^2$ and $C=16.50$ MJ/m$^3$.

\section{Real films and the size of what is left out}

Nickel on copper (001) is a known case of perpendicular magnetization at intermediate thickness, beginning at roughly one to two nanometres. The model's lower limit of 1.45 nm is in that region, but it follows from the assumed $K_i$ and is not a prediction. Its upper limit of 3.79 nm is low: real films can stay perpendicular to greater thickness. One assumption open to doubt is that $60^\circ$ dislocations reach their equilibrium density, since dislocations need time and thermal activation to form and move. With the slower $p=2/3$ law, the fitted line crosses zero at $0.481/0.0772=6.2$ nm, while the intercept falls by only $0.09$ mJ/m$^2$. This shows the sensitivity to relaxation; it does not establish that law for a given sample.

The coupling may also depend on strain. Let $K_{\rm me}=C\varepsilon(1-0.2\,\varepsilon/f)$, an assumed weakening of 20\,\% at full misfit. In relaxed films the correction to $tK_{\rm me}$ is $-0.2Cft_c^2/t$, which shifts the local intercept by $-0.4Cft_c^2/t$. The fitted value becomes $0.408$ mJ/m$^2$. It is still positive, as it is for each of the other two modified laws taken separately; with the $1/t$ law it changes sign at a weakening of about 70\,\%. The perpendicular range is more fragile: the 20\,\% weakening lowers the largest value of $y$, reached at $t_c$, from $0.228$ to $0.033$ mJ/m$^2$, and a weakening of about a third removes the range altogether.

Smaller corrections do not alter the conclusion. Replacing continuous magnetization by point dipoles on the unstrained nickel lattice raises the intercept by $0.006$ mJ/m$^2$. Cubic crystal anisotropy with $K_1=-5$ kJ/m$^3$ lowers the energy along the in-plane $[110]$ direction by $1.25$ kJ/m$^3$; this changes the slope. Close to the zeros of $y$, the cubic term can also tilt the easy direction away from both the normal and the plane. Heating by 100 K with fixed dislocations adds a thermal strain worth about $5.1$ kJ/m$^3$, also in the slope.

Temperature acts more strongly through the coupling. If $M_s$ at 400 K is 0.90 of its room-temperature value and $C$ scales as its cube, the strain shift falls to $0.971\times0.90^3=0.708$ mJ/m$^2$ at fixed strain. Both inputs are assumptions, and the change of $K_i$ with temperature is not included. Roughness, interdiffusion and surface magnetoelastic coupling are also absent from the numerical example.

For the thin magnetic layers of memory devices, the nickel values of $C$, $f$ and $t_c$ do not carry over, but (\ref{eq:tangent}) does. The theorem also assumes that $K_i$ does not vary with thickness, which can fail in layers only a few atoms thick. Where that assumption holds and a dead layer has been excluded, an intercept may be assigned to the interfaces if the volume anisotropy, including its strain part, has been shown constant over the fitted thicknesses, or if its variation has been measured and subtracted. The complete values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Inputs: a_Ni 0.3524 nm, a_Cu 0.3615 nm
c11 250 GPa, c12 150 GPa, shear 76 GPa
Poisson ratio 0.31, lambda100 -50 ppm
Ms 0.49 MA/m, true K_i -0.400 mJ/m2
Misfit f 2.582 %
B1 7.50 MJ/m3, C 16.50 MJ/m3
Biaxial modulus Y 220.0 GPa
Burgers length b 0.2492 nm, in-plane edge part 0.1246 nm
W0 0.5021 nJ/m, W at t_c 1.6134 nJ/m
Critical thickness t_c 2.279 nm
Shape term mu0 Ms^2/2 0.1509 MJ/m3
Coherent magnetoelastic term C f 0.4261 MJ/m3
Own-magnetostriction term 112.5 J/m3
t 1 nm: strain 2.582 %, K_eff -0.1247 MJ/m3, K_eff t -0.1247 mJ/m2
t 2 nm: strain 2.582 %, K_eff 0.0753 MJ/m3, K_eff t 0.1507 mJ/m2
t 3 nm: strain 1.962 %, K_eff 0.0397 MJ/m3, K_eff t 0.1190 mJ/m2
t 5 nm: strain 1.177 %, K_eff -0.0365 MJ/m3, K_eff t -0.1825 mJ/m2
t 10 nm: strain 0.589 %, K_eff -0.0936 MJ/m3, K_eff t -0.9363 mJ/m2
Coherent window 0.8 to 2.0 nm: intercept -0.4000 mJ/m2, slope 0.2753 MJ/m3
Relaxed window 3.0 to 10.0 nm: intercept 0.5712 mJ/m2, slope -0.1507 MJ/m3
R2 coherent 1.000000, relaxed 1.000000
Strain shift C f t_c 0.9712 mJ/m2 = 0.9712 erg/cm2
Perpendicular range 1.45 to 3.79 nm
Dead layer that would mimic the shift 6.44 nm
Intercept after strain correction -0.4000 mJ/m2
Condition number: relaxed only 2.6e+08, all 14.9
Joint fit, all films: K_i -0.4000 mJ/m2, C 16.500 MJ/m3
Log line energy: local intercept at 4 nm 0.4389 mJ/m2, at 8 nm 0.6484 mJ/m2
Log line energy: intercept 0.5437 mJ/m2, slope -0.1007 MJ/m3, R2 0.9934
Relaxation exponent 2/3: intercept 0.4807 mJ/m2, slope -0.0772 MJ/m3, R2 0.9896
Coupling 20 % weaker at f: intercept 0.4078 mJ/m2, slope -0.1375 MJ/m3, R2 0.9989
Dipole sum over layers / continuum 1.00000
Discrete-dipole intercept shift 0.0062 mJ/m2
Cubic anisotropy K1 -5.0 kJ/m3, slope effect K1/4 -1.25 kJ/m3
Thermal misfit over 100 K: slope effect 5.12 kJ/m3
At 400 K, assumed Ms ratio 0.90: strain shift 0.7080 mJ/m2
\end{verbatim}
